\section*{Electron density in silicon overcompensated by acceptors near midgap}

\section*{Question}

I have silicon at 300 K with $N_D=1\times10^{16}\ \mathrm{cm^{-3}}$ shallow donors and $N_A=3\times10^{16}\ \mathrm{cm^{-3}}$ acceptors. The acceptor level lies 0.50 eV below the conduction edge. I want the equilibrium electron density and have two answers that cannot both be right.

First, I subtracted the dopings. That leaves $2\times10^{16}\ \mathrm{cm^{-3}}$ acceptors, so I took $p=2\times10^{16}\ \mathrm{cm^{-3}}$ and found $n=n_i^2/p\approx6\times10^{3}\ \mathrm{cm^{-3}}$. Second, I put the Fermi level on the acceptor level and got $n=N_C e^{-0.50\,\mathrm{eV}/kT}\approx1\times10^{11}\ \mathrm{cm^{-3}}$. They differ by seven orders of magnitude. Is the crystal p-type or n-type, and where do the donor electrons go?

\section*{Answer}

The subtraction fails because it assumes that every acceptor is negatively charged. An acceptor this far above the valence band becomes negative mainly by taking an electron from a donor, and there are enough donors for one acceptor in three. Your second attempt is close. But if 0.50 eV is the depth at which half the acceptors are charged, the Fermi level must lie slightly lower, because only a third of them are. The charge balance settles both points.

\subsection*{Carriers and acceptor occupation}

Take thermal equilibrium in the dark and a uniform, neutral interior. Measure energies from the conduction edge, so that $E_C=0$ and the acceptor level is at $-\Delta$, with $\Delta=0.50$ eV. Let $E_F$ be the Fermi level.

Silicon has six conduction valleys, each with one longitudinal mass $m_l$ and two transverse masses $m_t$. Including spin, their density of states is
\begin{equation}
D(E)=6\,\frac{\sqrt{2\,m_l m_t^2}}{\pi^2\hbar^3}\sqrt{E}.
\end{equation}
When $E_F$ lies many $kT$ below the band, the Fermi function reduces to $e^{(E_F-E)/kT}$. With $\int_0^\infty\sqrt{E}\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$ this gives
\begin{equation}
n=N_Ce^{E_F/kT},\qquad
N_C=12\left[\frac{(m_lm_t^2)^{1/3}kT}{2\pi\hbar^2}\right]^{3/2}.
\end{equation}
For a gap $E_g$, the holes likewise obey $p=N_Ve^{-(E_g+E_F)/kT}$. The product $np=N_CN_Ve^{-E_g/kT}=n_i^2$ does not depend on $E_F$.

An acceptor is either neutral or negative. Let $g$ be the statistical weight of the neutral state divided by that of the negative state. The negative state holds one more electron, at energy $-\Delta$, so the relative Gibbs weights are $g$ and $e^{(E_F+\Delta)/kT}$. If $f$ is the fraction of negative acceptors,
\begin{equation}
\frac{f}{1-f}=\frac{e^{(E_F+\Delta)/kT}}{g}
=\frac{n}{g\,n_1},\qquad n_1=N_Ce^{-\Delta/kT}.
\label{eq:occ}
\end{equation}
The second equality uses $e^{E_F/kT}=n/N_C$.

Your problem does not specify $g$. I read 0.50 eV as the depth of the half-occupation level, meaning the Fermi level at which half the acceptors are charged. Equation \eqref{eq:occ} then requires $g=1$. If 0.50 eV is instead a bare level energy, keep $g$ in the formulas below.

\subsection*{Charge balance}

Let $N_D^0$ be the density of donors that keep their electron. Equal negative and positive charge means
\begin{equation}
n+N_Af=p+N_D-N_D^0.
\label{eq:neutral}
\end{equation}
Drop $p$ and $N_D^0$ for now; their size is checked below. From \eqref{eq:occ}, $f=n/(n+gn_1)$, so
\begin{equation}
n+\frac{N_A\,n}{n+gn_1}=N_D .
\end{equation}
Multiplying by $n+gn_1$ and collecting powers of $n$ gives
\begin{equation}
n^2+b\,n-gn_1N_D=0,\qquad b=gn_1+N_A-N_D .
\end{equation}
The product of the roots is negative, so exactly one root is positive:
\begin{equation}
n=\frac{-b+\sqrt{b^2+4gn_1N_D}}{2}
=\frac{2gn_1N_D}{b+\sqrt{b^2+4gn_1N_D}} .
\label{eq:root}
\end{equation}
The second form follows on multiplying numerator and denominator by $b+\sqrt{b^2+4gn_1N_D}$.

Here $N_A-N_D$ is positive and far larger than $gn_1$. Then $b\approx N_A-N_D$, the term $4gn_1N_D$ is negligible beside $b^2$, and the denominator becomes $2b$:
\begin{equation}
\boxed{\,n\approx g\,n_1\,\frac{N_D}{N_A-N_D}\,}
\label{eq:main}
\end{equation}
The same result can be read from \eqref{eq:occ}. Nearly all donor electrons sit on acceptors, so $f=N_D/N_A$ and $f/(1-f)=N_D/(N_A-N_D)$. The few electrons in the band are those in thermal balance with this partly filled level.

\subsection*{The numbers}

I use rough silicon parameters: $m_l=0.92$ and $m_t=0.19$ free-electron masses, a hole density-of-states mass of 1.1, and a gap of 1.12 eV. At 300 K they give $N_C=2.744\times10^{19}\ \mathrm{cm^{-3}}$ and $n_i=1.10\times10^{10}\ \mathrm{cm^{-3}}$. With $kT=0.025852$ eV, $\Delta/kT=19.341$ and
\begin{equation}
n_1=2.744\times10^{19}\times3.985\times10^{-9}
=1.093\times10^{11}\ \mathrm{cm^{-3}}.
\end{equation}
This is your second answer. The occupation factor is $1/(3-1)=1/2$, so for $g=1$
\begin{equation}
n=\tfrac12\times1.093\times10^{11}
\approx5.5\times10^{10}\ \mathrm{cm^{-3}}
=5.5\times10^{16}\ \mathrm{m^{-3}} .
\end{equation}
The Fermi level follows from \eqref{eq:occ}:
\begin{equation}
E_F=-\Delta+kT\ln\tfrac12=-0.500-0.018=-0.518\ \mathrm{eV}.
\end{equation}
The hole density is $p=n_i^2/n=2.2\times10^{9}\ \mathrm{cm^{-3}}$, about 25 times smaller than $n$. These digits follow the rough parameters: with the commonly used $N_C=2.86\times10^{19}$ and $n_i=0.965$ to $1.0\times10^{10}\ \mathrm{cm^{-3}}$, $n$ becomes $5.7\times10^{10}\ \mathrm{cm^{-3}}$ and the ratio 32 to 35. The crystal is weakly n-type although acceptors outnumber donors three to one.

\subsection*{Were the dropped terms small?}

Restore them in \eqref{eq:neutral}. The occupation moves from $N_D/N_A$ by $\delta f=(p-n-N_D^0)/N_A$. Since $\ln n=\ln(gn_1)+\ln f-\ln(1-f)$, its derivative with respect to $f$ is $1/f+1/(1-f)=1/[f(1-f)]$. To first order,
\begin{equation}
\delta\ln n=\frac{p-n-N_D^0}{N_Af(1-f)} .
\end{equation}
The denominator is $3\times10^{16}\times\tfrac13\times\tfrac23=6.67\times10^{15}\ \mathrm{cm^{-3}}$. For donors 0.045 eV deep, $N_D^0=2.3\times10^{8}\ \mathrm{cm^{-3}}$. The numerator is therefore $-5.27\times10^{10}\ \mathrm{cm^{-3}}$ and $\delta\ln n=-7.9\times10^{-6}$. Solving the full balance numerically, with Fermi--Dirac band integrals, shifts $n$ by the same relative amount. Within this model the simple formula is far more accurate than its input parameters.

\subsection*{Other doping ratios, and a shallow acceptor}

Equation \eqref{eq:root} also covers the cases where \eqref{eq:main} fails. Keep the donors, the level and $g=1$ fixed, and vary $N_A$.

\begin{itemize}
\item \textbf{Fewer acceptors than donors.} Now $b<0$. When $N_D-N_A\gg gn_1$ and $b^2\gg4gn_1N_D$, the root tends to $n=N_D-N_A$. Here subtraction works, because nearly every acceptor is filled. For $N_A=0.3\times10^{16}\ \mathrm{cm^{-3}}$ it gives $7.00\times10^{15}$, and the full solution gives $6.97\times10^{15}\ \mathrm{cm^{-3}}$.
\item \textbf{Equal densities.} Now $b=gn_1$, which is small compared with $\sqrt{gn_1N_D}$, so $n\approx\sqrt{gn_1N_D}=3.3\times10^{13}\ \mathrm{cm^{-3}}$. The full solution agrees to these digits. Both assume a uniform crystal. Near equal densities few acceptors can change charge, so screening is weak and the random charges discussed below can raise the mean density, by a rough estimate about twofold at equal densities and up to about 2.5-fold when $N_A$ exceeds $N_D$ by 0.5 to 1\%.
\item \textbf{More acceptors than donors.} Equation \eqref{eq:main} applies once $N_A-N_D\gg2\sqrt{gn_1N_D}$, which is $6.6\times10^{13}\ \mathrm{cm^{-3}}$ here. The density then depends on the ratio $N_A/N_D$, not on the total doping. Multiplying both densities by ten leaves $n$ at $5.5\times10^{10}\ \mathrm{cm^{-3}}$ in the full solution of the uniform model; the random-charge correction estimated below does grow with doping, from about 5\% to about 17\%.
\end{itemize}

From $N_A=0.3\times10^{16}$ to $3\times10^{16}\ \mathrm{cm^{-3}}$ the electron density thus falls by five orders of magnitude. Well beyond equal densities the dependence is mild: differentiating \eqref{eq:main} at fixed $N_D$ gives $d\ln n/d\ln N_A=-N_A/(N_A-N_D)=-1.5$ at your doping, so 1\% more acceptors means 1.5\% fewer electrons.

Your first answer belongs to a different acceptor. Place the level 0.045 eV above the valence edge, with $g=4$, and leave both doping densities unchanged. The full balance then gives $p=1.955\times10^{16}$ and $n=6.2\times10^{3}\ \mathrm{cm^{-3}}$. Such an acceptor readily takes an electron from the valence band and leaves a hole. Your level is $1.12-0.50=0.62$ eV above that band, too far to take many electrons from it. Only the donors fill acceptors in number, and they suffice for one third, so two thirds stay neutral.

\subsection*{When would it become p-type?}

The carrier type changes where $n=n_i$. Setting \eqref{eq:main} equal to $n_i$ and solving for the depth gives
\begin{equation}
\Delta^*=kT\ln\!\left[\frac{gN_CN_D}{(N_A-N_D)\,n_i}\right]
=0.541\ \mathrm{eV}
\end{equation}
for your doping and $g=1$. The commonly used $N_C$ and $n_i$ quoted above move this to about 0.545 eV. A shallower level leaves the crystal n-type and a deeper one makes it p-type. You are only 0.04 eV from the crossing, so a small error in the level can change which carrier is predicted to be in the majority.

\subsection*{Why the interior is neutral}

So few free carriers might seem unable to screen anything. Consider a small electrostatic potential $\varphi$ and write $u=q\varphi/kT$, where $q$ is the positive elementary charge. A positive potential lowers the electron energy and so raises $E_F$ relative to the local band edge by $kTu$. To first order in $u$,
\begin{equation}
\delta n=nu,\qquad \delta p=-pu,\qquad
\delta f=f(1-f)u .
\end{equation}
The last result follows from \eqref{eq:occ}, where $\ln[f/(1-f)]$ rises by $u$. Neglecting the tiny change in $N_D^0$, the charge density is
\begin{equation}
\rho=q(\delta p-\delta n-N_A\delta f)
=-q\left[n+p+N_Af(1-f)\right]u .
\end{equation}
Poisson's equation $\varphi''=-\rho/\varepsilon$ becomes $u''=u/L^2$, with
\begin{equation}
L^2=\frac{\varepsilon kT}{q^2\left[n+p+N_Af(1-f)\right]} .
\end{equation}
For relative permittivity 11.7, $L=50$ nm. A numerical solution of the nonlinear Poisson equation, started at $u=10^{-3}$, decays with the same length. Free carriers alone would give 17 $\mu$m. The screening comes from acceptors that gain or lose an electron, so a small disturbance dies out within a few times 50 nm. This length holds for small, static potentials. A surface that bends the bands by a few tenths of a volt leaves a charged layer roughly 100 to 300 nm thick, and only a sample much thicker than that has a neutral interior. A large bias, or a signal too fast for the acceptors to follow, needs a separate treatment.

\subsection*{How far to trust the number}

\textbf{Level and weight.} At fixed doping and temperature, $n\propto g\,e^{-\Delta/kT}$. Moving the level by 0.02 eV changes $n$ by a factor of 2.2: it becomes $1.2\times10^{11}$ at 0.48 eV and $2.5\times10^{10}\ \mathrm{cm^{-3}}$ at 0.52 eV. If 0.50 eV is a bare energy, $g=2$ gives $1.1\times10^{11}$ and $g=4$ gives $2.2\times10^{11}\ \mathrm{cm^{-3}}$. I would quote ``about $5\times10^{10}\ \mathrm{cm^{-3}}$'' and state the convention beside it.

\textbf{Temperature.} With the depth and gap held fixed, $n\propto T^{3/2}e^{-\Delta/kT}$, so
\begin{equation}
\frac{d\ln n}{dT}=\frac1T\left(\frac32+\frac{\Delta}{kT}\right)
=\frac{1.5+19.34}{300\ \mathrm K}=0.0695\ \mathrm{K^{-1}},
\end{equation}
or about 7\% per kelvin. At 400 K the full balance gives $n=1.1\times10^{13}\ \mathrm{cm^{-3}}$, roughly 190 times the value at 300 K.

If the half-occupation depth varies as $\Delta=H-TS$, with constant $H$ and $S$, then $e^{-\Delta/kT}=e^{S/k}e^{-H/kT}$. A plot of $\ln(nT^{-3/2})$ against $1/T$ then yields $H$, which differs from the depth at 300 K unless $S=0$. Check which one your 0.50 eV is.

\textbf{Random charges.} The uniform model smooths out the potential of individual centres. There are $N_I=2N_D$ charged ones: the donors and an equal number of filled acceptors. Give each a screened potential energy of magnitude $(q^2/4\pi\varepsilon r)e^{-r/L}$ and place them independently. The variances add:
\begin{equation}
\sigma^2=N_I\left(\frac{q^2}{4\pi\varepsilon}\right)^2
\int_0^\infty\frac{e^{-2r/L}}{r^2}\,4\pi r^2dr
=2\pi N_IL\left(\frac{q^2}{4\pi\varepsilon}\right)^2 .
\end{equation}
This gives $\sigma=9.8$ meV, so $s=\sigma/kT=0.38$. Treat the potential as Gaussian and let $E_F/kT$ shift by $a$ to keep the mean occupation at $N_D/N_A$. Since the first and second derivatives of $f$ with respect to $E_F/kT$ are $f(1-f)$ and $f(1-f)(1-2f)$,
\begin{equation}
a\,f(1-f)+\tfrac12s^2f(1-f)(1-2f)=0
\;\Rightarrow\; a=-\tfrac12s^2(1-2f).
\end{equation}
The Gaussian average of the band density supplies a further factor $e^{s^2/2}$, so $\delta\ln n=a+s^2/2=fs^2\approx0.048$. With independently placed charges, the mean density thus rises by about 5\%. Take this as an order of magnitude only: in equilibrium the electrons choose which acceptors to fill, so the charges are correlated.

\subsection*{Compared with a real material}

The nearest familiar case is gold-compensated silicon. Gold has an acceptor level roughly 0.55 eV below the conduction edge and a donor level roughly 0.35 eV above the valence edge; $3\times10^{16}\ \mathrm{cm^{-3}}$ is a heavy dose. The depth and the weight $g$ both matter here. With 0.55 eV, and your doping and $g=1$ unchanged, the model gives $n=7.9\times10^{9}$ and $p=1.5\times10^{10}\ \mathrm{cm^{-3}}$. The electron density falls sevenfold and the model crystal becomes weakly p-type in the sense that holes outnumber electrons. This does not fix the type of real gold-doped silicon: at 0.54 eV the model gives $n/p=1.1$, and a depth taken from a temperature slope is $H$, not the half-occupation depth at 300 K. With the rough mobilities used below, electrons would still carry slightly more than half the current, and a Hall measurement would still show their sign. With $g=2$ at the same depth, $n$ would be $1.6\times10^{10}\ \mathrm{cm^{-3}}$, above $n_i$, and the crystal would stay weakly n-type. Adding the second gold level, with equal weights for the positive and neutral states, changes $n$ by only 0.02\% in your 0.50 eV case (0.09\% if the positive state has four times the weight) and by 0.16\% at 0.55 eV. Temperature matters far more: with the depth and gap held fixed, warming your 0.50 eV case to 400 K raises $n$ roughly 190 times, as found above. The real gap shrinks by about 0.03 eV over this range; the factor stays near 190 if the level follows the conduction edge and reaches about 430 if it follows the valence edge.

For your numbers, rough mobilities of 1000 and 400 $\mathrm{cm^2/Vs}$ for electrons and holes give
\begin{equation}
\frac{1}{q(n\mu_n+p\mu_p)}\approx1.1\times10^{5}\ \Omega\,\mathrm{cm}.
\end{equation}
Without the acceptors, and with the same electron mobility, the resistivity would be 0.63 $\Omega\,$cm. So the donor electrons are still in the crystal, but nearly all of them are bound to acceptors and carry no band current. The numerical output below lists the values to more digits.

\section*{Table of computed values}
\begin{verbatim}
Donors, acceptors: 1.0e+16, 3.0e+16 cm^-3
Acceptor depth below conduction edge: 0.50 eV
Temperature: 300 K; kT: 0.025852 eV
Gap: 1.12 eV; donor depth: 0.045 eV
Electron masses: 0.92, 0.19; hole: 1.1 m_e
Relative permittivity: 11.7
Nc: 2.7439e+19 cm^-3; Nv: 2.8951e+19 cm^-3
Intrinsic density ni: 1.103e+10 cm^-3
depth/kT: 19.3409; exp(-depth/kT): 3.9845e-09
n1: 1.0933e+11 cm^-3
Filled acceptor fraction, full solution: 0.333332
n, simple formula: 5.4665e+10 cm^-3
n, full solution: 5.4665e+10 cm^-3 = 5.4665e+16 m^-3
p, full solution: 2.224e+09 cm^-3; n/p: 24.58
Fermi level below conduction edge: 0.5179 eV
Relative shift of n, full minus simple: -7.901e-06
Same shift, first-order formula: -7.900e-06
Neutral donors: 2.272e+08 cm^-3; fraction 2.27e-08
Relative band-degeneracy correction: 7.0e-10
n for Na=0.3e16: 6.971e+15 cm^-3
n for Na=1e16: 3.294e+13 cm^-3
n without acceptors: 9.959e+15 cm^-3
n with both dopings times 10: 5.4665e+10 cm^-3
Shallow acceptor instead: p 1.955e+16 cm^-3
Shallow acceptor instead: n 6.219e+03 cm^-3
n for g=2: 1.093e+11 cm^-3; g=4: 2.187e+11 cm^-3
n for depth 0.48 eV: 1.185e+11 cm^-3
n for depth 0.52 eV: 2.522e+10 cm^-3
Depth where n=p: 0.5414 eV
Depth 0.55 eV: n 7.902e+09, p 1.539e+10 cm^-3
Gold donor level above valence edge: 0.35 eV
Relative change of n by that level: 2.33e-04
Temperature slope of ln n: 6.95 percent/K
At 400 K: n 1.058e+13, p 1.377e+12 cm^-3
Recharging density Na f(1-f): 6.667e+15 cm^-3
Screening length, formula: 50.07 nm
Screening length, Poisson: 50.07 nm
Length from free carriers alone: 17.1 um
Random potential rms: 9.76 meV; /kT: 0.378
Change of ln n by it, Gaussian average: 0.0482
Change of ln n by it, estimate: 0.0475
Rough mobilities n, p: 1000, 400 cm^2/Vs
Rough resistivity: 1.12e+05 ohm cm
Rough resistivity, no acceptors: 0.63 ohm cm
\end{verbatim}
